# Orientation of a Tetragonal Ce³⁺ Doublet in Dipole Absorption and NIXS, part 2

Do M₄,₅ dipole absorption (\(3d\to4f\)) and non-resonant inelastic x-ray scattering (NIXS) at N₄,₅ (\(4d\to4f\)) fix the ground doublet of Ce³⁺ (\(4f^1\), \(D_{4h}\))? Hartree atomic units; \(z\parallel c\), \(x\parallel[100]\). With Condon–Shortley states \(|M\rangle\) of \(J=\tfrac52\), \(\Gamma_6=|\pm\tfrac12\rangle\) and the \(\Gamma_7\) doublets are

\[
|\psi_\pm\rangle=\alpha\,|\pm\tfrac52\rangle+\beta\,|\mp\tfrac32\rangle ,\qquad \alpha^2+\beta^2=1 ,
\]

\(\alpha,\beta\) real. \(R=e^{-i\pi J_z/4}\) reverses \(\alpha\beta\). The angular density \(n\) obeys

\[
n[100]-n[110]=\frac{3\sqrt5}{8\pi}\,\alpha\beta .
\]

\(|M\rangle\) has orbital weights \((7/2\mp M)/7\) on \(m=M\mp\tfrac12\); \(Y_{lm}=\Theta_{lm}e^{im\varphi}/\sqrt{2\pi}\), \(u=\cos\theta\), \(C_{KQ}=\sqrt{4\pi/(2K+1)}\,Y_{KQ}\).

For \(|M|=\tfrac52,\tfrac32,\tfrac12\), \(O_{20}=(10,-2,-8)\) and \(O_{40}=60\,(1,-3,2)\). Also \(O_{44}=\tfrac12(J_+^4+J_-^4)\), \(T_{40}=O_{40}/8\), \(T_{4,\pm4}=\sqrt{35/128}\,J_\pm^4\), \(\langle\tfrac52|J_+^4|-\tfrac32\rangle=24\sqrt5\), and

\[
\langle O_{20}\rangle=12\alpha^2-2,\quad
\langle O_{40}\rangle=60(4\alpha^2-3),\quad
\langle O_{44}\rangle=24\sqrt5\,\alpha\beta .
\]

The spectrum is the doublet average of

\[
A(\omega,\mathbf n)=T^\dagger(\mathbf n)\,L(\omega-H+E_0)\,T(\mathbf n),
\]

with \(T=\boldsymbol\varepsilon\cdot\mathbf r\), \(\mathbf n=\boldsymbol\varepsilon\) (dipole) or \(T=e^{i\mathbf q\cdot\mathbf r}\), \(\mathbf n=\hat{\mathbf q}\) (NIXS), \(H\) the \(d^9f^2\) Hamiltonian, \(E_0\) the initial energy, \(L\) a Lorentzian. For pure \(J=\tfrac52\) and spherical \(H\), with \(I_M\) the spectrum of \(|M\rangle\) at \(\mathbf n=\hat z\),

\[
I(\omega,\mathbf n)=a_0+a_2\langle O_{20}(\mathbf n)\rangle+a_4\langle O_{40}(\mathbf n)\rangle ,
\]
\[
a_0=\frac{I_{5/2}+I_{3/2}+I_{1/2}}{3},\quad
a_2=\frac{5I_{5/2}-I_{3/2}-4I_{1/2}}{84},\quad
a_4=\frac{I_{5/2}-3I_{3/2}+2I_{1/2}}{840},
\]
\[
\langle O_{20}(\mathbf n)\rangle=\langle O_{20}\rangle P_2(\cos\theta),
\]
\[
\langle O_{40}(\mathbf n)\rangle=\langle O_{40}\rangle P_4(\cos\theta)+\tfrac{35}{8}\langle O_{44}\rangle\sin^4\theta\cos4\varphi .
\]

Dipole: \(a_4=0\), so only ranks 0 and 2 occur and the sign of \(\alpha\beta\) is invisible. For final \(J'=\tfrac32,\tfrac52,\tfrac72\), \(I_M\propto\tfrac{25}{4}-M^2,\ M^2,\ \tfrac{49}{4}-M^2\). The dichroism (LD), zero at the cubic doublet \(\alpha^2=\tfrac16\), is

\[
I(c)-I(ab)=\frac{6\alpha^2-1}{28}\left(5I_{5/2}-I_{3/2}-4I_{1/2}\right).
\]

Energy-integrated (bar), with \(\rho=\langle4f|r|3d\rangle\):

\[
\bar I(c)-\bar I(ab)=\frac{9}{245}(6\alpha^2-1)\rho^2 .
\]

NIXS:

\[
I[100]-I[110]=\frac{\sqrt5}{4}\,\alpha\beta\left(I_{5/2}-3I_{3/2}+2I_{1/2}\right),
\]
\[
\bar I[100]-\bar I[110]=-\frac{\sqrt5}{14}\,\alpha\beta\,(3w_0+w_1-7w_2),
\]
\[
w_m=\left(3R_1c^1_m-7R_3c^3_m+11R_5c^5_m\right)^2 ,
\]

where \(R_k(q)=\langle4f|j_k(qr)|4d\rangle\), \(c^k_m=\int\Theta_{3m}P_k\Theta_{2m}\,du\), \(c^1_0=\sqrt{9/35}\). The empty-shell strength is \(S=2(w_0+2w_1+2w_2)\). The multipole pair \((k,k')=(1,3)\) contributes \(\frac{22\sqrt5}{7}\,\alpha\beta\,R_1R_3\); at small \(q\) the relative contrast grows as \(q^2\).

**Q.** I would like numbers, from a full multiplet and not from the formulas alone.

**A.** Take a model ion with round parameters, fitted to no compound. The radial functions are hydrogenic with effective charges 45, 30 and 18 for \(3d\), \(4d\) and \(4f\), which gives mean radii 0.233, 0.700 and 1.000 bohr. The Slater integrals are computed from these functions without reduction. In Ha, \(F^2,F^4,F^6(4f4f)=0.507,0.338,0.250\); for \(3d4f\), \(F^2,F^4=0.1285,0.0358\) and \(G^1,G^3,G^5=0.0267,0.0163,0.0114\); for \(4d4f\), \(F^2,F^4=0.5055,0.3306\) and \(G^1,G^3,G^5=0.5295,0.3592,0.2638\). The spin–orbit constants are 0.3, 0.05 and 0.003 Ha, the Lorentzian half widths 0.01 Ha at the M edge and 0.02 Ha at the N edge, and \(q=5\) bohr\(^{-1}\), or 9.45 Å\(^{-1}\). The configuration \(d^9f^2\) has \(10\times91=910\) states and is diagonalized in full. Energies are losses counted from the difference of the configuration averages. Line shapes, peak positions and relative sizes belong to this model; the relations between the spectra do not depend on it. In particular the hydrogenic \(3d4f\) integrals are much smaller than those of a self-consistent Ce³⁺ ion, where \(F^2\) is about twice and \(G^1\) about six times as large, so the ratios quoted below for the M edge do not transfer to a compound. The program and its output follow this exchange.

The crystal field on the \(4f\) electron is

\[
h=B_{20}C_{20}+B_{40}C_{40}+B_{44}(C_{44}+C_{4,-4})+B_{60}C_{60}+B_{64}(C_{64}+C_{6,-4}),
\]

with \(B_{20},B_{40},B_{44},B_{60},B_{64}=0.001,\,0.003,\,-0.002,\,0.001,\,0.001\) Ha. Within \(J=\tfrac52\) rank 6 vanishes, and the Wigner–Eckart theorem gives \(C_{20}\to\theta_2O_{20}/2\) and \(C_{4Q}\to\theta_4T_{4Q}\). The state \(|\tfrac52\rangle\) fixes both constants. For \(m=3\) the weight \(\Theta_{33}^2\) gives \(\langle u^2\rangle=\tfrac19\) and \(\langle u^4\rangle=\tfrac1{33}\), so \(\langle P_2\rangle=-\tfrac13\) and \(\langle P_4\rangle=\tfrac1{11}\). For \(m=2\), \(\langle u^2\rangle=\tfrac13\) and \(\langle u^4\rangle=\tfrac5{33}\), so \(\langle P_2\rangle=0\) and \(\langle P_4\rangle=-\tfrac7{33}\). With the weights \(\tfrac67\) and \(\tfrac17\), \(\langle C_{20}\rangle=-\tfrac27=5\theta_2\) and \(\langle C_{40}\rangle=\tfrac{18-7}{231}=\tfrac1{21}=\tfrac{60}{8}\theta_4\), which are the Stevens factors \(\theta_2=-\tfrac2{35}\) and \(\theta_4=\tfrac2{315}\). Then, in units of \(10^{-4}\) Ha,

\[
E_{5/2}=-\tfrac27B_{20}+\tfrac1{21}B_{40}=-1.4286,\qquad
E_{3/2}=\tfrac2{35}B_{20}-\tfrac17B_{40}=-3.7143,\qquad
E_{1/2}=\tfrac8{35}B_{20}+\tfrac2{21}B_{40}=5.1429,
\]
\[
V=\theta_4\sqrt{\tfrac{35}{128}}\;24\sqrt5\,B_{44}=\tfrac{\sqrt{14}}{21}B_{44}=-3.5635 .
\]

The splitting of the two \(\Gamma_7\) doublets is \(\Delta=\sqrt{(E_{5/2}-E_{3/2})^2+4V^2}=\sqrt{2.2857^2+7.127^2}=7.4845\), which is 20.4 meV, and \(\Gamma_6\) lies \(11.457\times10^{-4}\) Ha, or 31.2 meV, above the ground doublet. For the lower root of a \(2\times2\) problem, \(\alpha^2=\tfrac12[1-(E_{5/2}-E_{3/2})/\Delta]=\tfrac12(1-0.3054)=0.3473\) and \(\alpha\beta=-V/\Delta=0.4761\), so \(\alpha=0.5893\) and \(\beta=0.8079\). The moments are \(\langle O_{20}\rangle=2.168\), \(\langle O_{40}\rangle=-96.65\), \(\langle O_{44}\rangle=25.55\). The densities are \(n[100]=0.1348\) and \(n[110]=0.0078\) per steradian, and their difference 0.1271 equals \(3\sqrt5\cdot0.4761/8\pi\). Reversing \(B_{44}\) reverses \(V\) and \(\alpha\beta\) and changes neither \(\Delta\) nor \(\alpha^2\).

**Q.** Two states with densities that differ by more than a factor of ten along [100]. What does the M edge show?

**A.** With the spherical final state, the dichroism is largest at \(-0.3075\) Ha (\(-8.4\) eV), in the M₅ group. There \(I_{5/2},I_{3/2},I_{1/2}=0.052498,\,0.033787,\,0.024431\) bohr²/Ha. The rank-4 combination is \(0.052498-0.101361+0.048862\), zero within the rounding of these digits; over the whole energy range it stays at rounding level, \(1.5\times10^{-14}\) of \(I_{\max}\), the largest value reached by any of the three \(I_M\) of the edge. With \(6\alpha^2-1=1.0838\),

\[
I(c)-I(ab)=\frac{1.0838}{28}\,(0.262490-0.033787-0.097724)=\frac{1.0838\times0.130979}{28}=0.00507\ \text{bohr}^2/\text{Ha}.
\]

The direct calculation gives 0.00507007 for \(+\alpha\) and 0.00507007 for \(-\alpha\). The spectrum itself is \(I(c)=\alpha^2I_{5/2}+\beta^2I_{3/2}=0.0182+0.0221=0.0403\) bohr²/Ha, so the dichroism is about an eighth of \(I(c)\) at that energy. Integrated, with \(\rho=0.053432\) bohr, the formula gives \(\tfrac{9}{245}\times1.0838\times0.0028550=1.137\times10^{-4}\) bohr², against \(\bar I(c)=5.378\times10^{-3}\) bohr².

The program asserts the three-term expansion for five random states and directions at both edges to \(10^{-9}I_{\max}\), the vanishing of \(a_4\) for the dipole, the three \(J'\)-resolved patterns, the dichroism formula, its equality for both signs, its zero at the cubic doublet and the integrated value.

**Q.** And the N edge?

**A.** There the rank-4 combination reaches 0.68 of \(I_{\max}\). The in-plane difference is largest near \(-0.6\) eV, at the point \(-0.0223\) Ha of the energy grid, where \(I_{5/2},I_{3/2},I_{1/2}=1.6796,\,1.0303,\,1.4053\) Ha\(^{-1}\). The bracket is \(1.6796-3.0909+2.8106=1.3993\), and

\[
I[100]-I[110]=0.55902\times0.47611\times1.3993=0.3724\ \text{Ha}^{-1}.
\]

The direct spectra for \(+\alpha\) are \(I[100]=1.4751\) and \(I[110]=1.1026\), a difference of 29 % of their mean. For \(-\alpha\) the two values are exchanged. The formula is asserted for both signs over the whole energy range, and the multipole form of the plane-wave matrix is tested against a three-dimensional quadrature of \(e^{i\mathbf q\cdot\mathbf r}\) for an oblique direction.

For the integrated intensity, \(R_1,R_3,R_5=-0.0694,\,-0.1510,\,-0.0568\); their common sign comes from the phase of the \(4d\) function and drops out. The real amplitudes are:

| \(m\) | \(k=1\) | \(k=3\) | \(k=5\) | \(w_m\) |
|---|---|---|---|---|
| 0 | −0.10559 | 0.23824 | −0.15992 | 0.00074 |
| 1 | −0.09956 | 0.08423 | 0.11308 | 0.00956 |
| 2 | −0.07871 | −0.26636 | −0.03576 | 0.14502 |

For instance \(3R_1c^1_0=-0.20824\times0.50709=-0.10559\), and the \(m=2\) row sums to \(-0.3808\), whose square is 0.1450. Then \(3w_0+w_1-7w_2=0.00223+0.00956-1.01514=-1.0034\), and the difference is \(0.15972\times0.47611\times1.0034=0.0763\), in agreement with the direct values \(\bar I[100]=0.6010\) and \(\bar I[110]=0.5247\).

That is about 14 % of the mean, more than one might expect from one electron in a shell of fourteen. The table explains it for this model and this \(q\). The three multipoles nearly cancel for \(m=0\) and add for \(|m|=2\), so almost all strength goes into the four spin orbitals with \(|m|=2\) about \(\mathbf q\). Of the empty-shell strength \(S=2(0.00074+0.01911+0.29004)=0.6198\) the electron blocks 0.019 for \(\mathbf q\parallel[100]\) and 0.095 for \(\mathbf q\parallel[110]\).

The parts by multipole pair are 0 for \((1,1)\), to rounding, \(+0.0351\) for \((1,3)\), \(-0.0030\) for \((1,5)\), \(+0.0243\) for \((3,3)\), \(+0.0261\) for \((3,5)\) and \(-0.0061\) for \((5,5)\). The closed form gives \(\tfrac{22\sqrt5}{7}\times0.47611\times0.010482=0.0351\) for \((1,3)\), the largest single part of the integral here. The parts have both signs, so nothing guarantees the same total sign at another \(q\). At \(q=0.02\) and 0.04 bohr\(^{-1}\) the contrast \((\bar I[100]-\bar I[110])/\bar I[100]\) is \(2.13\times10^{-6}\) and \(8.50\times10^{-6}\), with ratio 4.000, the \(q^2\) law.

**Q.** Your proof leaned on pure \(J=5/2\) and a spherical final state. A careful fit keeps the crystal field everywhere and lets \(J=7/2\) mix in. Then rank 4 leaks into the dipole spectrum, and the fit might pick up the sign.

**A.** Mixing in \(J=7/2\) alone opens no leak: with a spherical final state the dipole \(A(\omega,\mathbf n)\) is quadratic in \(\mathbf n\) and rotates with it on all fourteen \(4f\) states, so it holds ranks 0 and 2 only. The crystal field in the final state does open one, so "rank 2 only" is an approximate statement. The blindness does not depend on it. Let \(H^{(\pm)}\) be the complete single-ion Hamiltonian, for initial and final configurations, with \(\pm(B_{44},B_{64})\). Under \(R=e^{-i\pi J_z/4}\) a tensor component acquires \(e^{-iQ\pi/4}\), which is \(+1\) for \(Q=0\) and \(-1\) for \(Q=\pm4\). Coulomb and spin–orbit terms are scalars. A \(D_{4h}\) field on \(d\) or \(f\) electrons has only \(Q=0,\pm4\). Hence \(H^{(-)}=RH^{(+)}R^\dagger\), all energies coincide, all eigenstates are rotated by \(45^\circ\), and for any probe

\[
I^{(-)}(R\,\mathbf n)=I^{(+)}(\mathbf n).
\]

For the dipole, \(I=\sum n_in_jM_{ij}\), where only the symmetric part of \(M\) counts for real \(\mathbf n\). The Hamiltonian and the doublet are invariant under the fourfold rotation \(x\to y\), \(y\to-x\). This forces \(M_{xx}=M_{yy}\), \(M_{xy}=-M_{yx}\), and \(M_{xz}=M_{yz}=-M_{xz}=0\) for the symmetric part. So \(I=M_{xx}\sin^2\theta+M_{zz}\cos^2\theta\) has no \(\varphi\) dependence, \(I^{(-)}(R\mathbf n)=I^{(-)}(\mathbf n)\), and the two Hamiltonians give identical dipole spectra for every linear polarization. For scattering the same relation says that [100] and [110] exchange their spectra. No use was made of pure \(J\). The thermal density matrix is a function of the Hamiltonian, so the argument holds at any temperature, and populating the excited doublets does not help.

The program diagonalizes both Hamiltonians separately at both edges. It asserts the equality of the dipole spectra for three polarizations, where the change is at rounding level (\(8\times10^{-16}I_{\max}\)), the in-plane isotropy, and the equality of the [100] scattering spectrum of \(H^{(+)}\) with the [110] spectrum of \(H^{(-)}\).

**Q.** How large is the leak, then?

**A.** A control shows that it exists and gives a rough scale. Keep the final-state field of \(H^{(+)}\) and the same energy reference, and feed in the rotated ground state of \(H^{(-)}\). The two initial states agree in every moment of rank 2 or less, since such moments have only \(Q=0\) here, so a strict rank-2 probe would show no change. The spectrum \(I(c)\) changes by up to \(0.018\,I_{\max}\), while the pure-\(J\) dichroism peaks at \(0.097\,I_{\max}\). In this model the change is about a fifth of the peak dichroism, which is not negligible, but its size depends on the energy reference given to the rotated state: moving that reference over the range given next takes it between about \(0.011\) and \(0.027\,I_{\max}\). In the field of \(H^{(+)}\) the expectation values of the crystal field in the two states are \(\pm2\alpha\beta V\) apart from common terms, so they differ by \(4|\alpha\beta V|=6.8\times10^{-4}\) Ha, about 7 % of the half width, while the control uses one energy reference for both. The program does not separate the part of the change that is a shift of the spectrum from the part that is a change of shape.

What the control senses is the sign of \(\alpha\beta\) relative to the \(Q=\pm4\) part of the field, through the products \(\alpha\beta B_{44}\) and \(\alpha\beta B_{64}\), since the final configuration feels rank 6 as well. The \(45^\circ\) rotation reverses \(\alpha\beta\), \(B_{44}\) and \(B_{64}\) together, so for the true ground doublet both products are the same in either orientation; in pure \(J=\tfrac52\), for instance, \(\alpha\beta=-V/\Delta\) makes \(\alpha\beta V\) negative in both. The rotated state in the unrotated field is not an eigenstate and is not a candidate ground state. The control shows that the rank theorem has corrections; it gives no handle on the orientation. It also does not measure the error of the dichroism formula for the true ground state.

The scattering formula survives in this example. With the field in both configurations, the ground doublet has \(\alpha^2=0.3477\), \(\beta^2=0.6520\), \(\alpha\beta=0.4762\), and the in-plane difference at the same energy is 0.364 instead of 0.372 Ha\(^{-1}\), 2 % below the pure-\(J\) value. The normalized overlap of the two difference curves is 0.999. The \(j=\tfrac72\) weight came out at only 0.0002, so this example is a mild trial of \(J\) mixing, and a stronger field would have to be computed afresh.

**Q.** When can a dipole spectrum depend on the orientation after all?

**A.** When a premise of the rotation argument fails. The in-plane isotropy of the dipole tensor needs only the fourfold axis and holds in any crystal that has it. The equality of the spectra for the two signs needs more: the whole Hamiltonian must map onto its partner. In a model with explicit ligand or band states the neighbours do not turn with the \(4f\) cloud, the two orientations are different systems, and their dipole spectra may differ. A sign extracted in that way is an inference from the model of hybridization, not a reading of the azimuth. The same caution holds for a fit that reverses \(B_{44}\) but keeps \(B_{64}\): those two Hamiltonians are not rotated partners, and their dipole spectra may differ. An in-plane magnetic field, uniaxial strain in the plane or a site of orthorhombic or lower symmetry breaks the premise of both steps, and then neither applies as written. A trigonal or hexagonal site is no such exception: a threefold axis also makes the dipole tensor isotropic in the plane, so turning the field about \(c\) again leaves the dipole spectra unchanged. A \(D_{2d}\) site has the rotoinversion but no fourfold rotation: the even-rank field acting within the \(d\) and \(f\) shells still has only \(Q=0,\pm4\), and the operation \(x\to y\), \(y\to-x\), \(z\to-z\) imposes the same conditions on \(M_{ij}\), so both steps carry over. Photon processes of higher order in the directions, such as quadrupole absorption or resonant scattering, are outside the quadratic-form argument and were not treated here.

On the scattering side, the closed formulas assume one populated doublet; with thermal population the moments are averaged, and the upper \(\Gamma_7\) doublet, being orthogonal, has the opposite \(\alpha\beta\) and reduces the signal. The signal also vanishes as \(\alpha\beta\to0\), where the state is axial and there is no orientation to find. All final levels were given one Lorentzian width, so the decay of the high-lying dipole-allowed \(4d\to4f\) states into the continuum is absent from the model, and the integrated sum rule presumes that their whole strength is collected.

## Computed results

```
Zeff 3d,4d,4f = 45, 30, 18 
<r> 3d,4d,4f = 0.23333, 0.7, 1 bohr
zeta 3d,4d,4f = 0.3, 0.05, 0.003 Ha
half width M,N = 0.01, 0.02 Ha
B20,B40,B44,B60,B64 = 0.001, 0.003, -0.002, 0.001, 0.001 Ha
q = 5 1/bohr = 9.449 1/angstrom
F2,F4,F6 (4f4f) = 0.50652, 0.33843, 0.25039 Ha
F2,F4,G1,G3,G5 (3d4f) = 0.1285, 0.0358, 0.0267, 0.0163, 0.0114 Ha
F2,F4,G1,G3,G5 (4d4f) = 0.5055, 0.3306, 0.5295, 0.3592, 0.2638 Ha
<4f|r|3d> = 0.053432 bohr
R1,R3,R5 at q = -0.069412, -0.15101, -0.056764 
E5/2,E3/2,E1/2,offdiag = -0.00014286, -0.00037143, 0.00051429, -0.00035635 Ha
upper G7, G6 above ground = 0.00074845, 0.0011457 Ha
  same in meV = 20.37, 31.17 meV
al, be, al^2, al*be = 0.58933, 0.8079, 0.3473, 0.47611 
<O20>,<O40>,<O44> = 2.1676, -96.647, 25.551 
n[100], n[110], difference = 0.13484, 0.007758, 0.12708 1/sr
M integrated I5/2,I3/2,I1/2 = 0.00565161, 0.00523211, 0.00502236 bohr^2
6al^2-1 = 1.0838 
M integrated I(c), LD = 0.0053778, 0.00011367 bohr^2
energies below: loss minus configuration average
M: largest |LD| at -0.3075 Ha = -8.37 eV
  I5/2,I3/2,I1/2 there = 0.052498, 0.033787, 0.024431 bohr^2/Ha
  I(c) there = 0.040285 bohr^2/Ha
  LD for +al, -al = 0.00507007, 0.00507007 bohr^2/Ha
M max|rank-4 comb|/max I = 1.5e-14 
N max|rank-4 comb|/max I = 0.6783 
N: largest |I100-I110| at -0.0223 Ha = -0.61 eV
  I5/2,I3/2,I1/2 there = 1.6796, 1.0303, 1.4053 1/Ha
  I5/2-3I3/2+2I1/2 = 1.3993 1/Ha
  +al: I100,I110,diff = 1.4751, 1.1026, 0.37243 1/Ha
  -al: I100,I110,diff = 1.1026, 1.4751, -0.37243 1/Ha
  diff/mean for +al = 28.9 %
amplitude k=1, m=0,1,2 = -0.10559, -0.099555, -0.078705 
amplitude k=3, m=0,1,2 = 0.23824, 0.08423, -0.26636 
amplitude k=5, m=0,1,2 = -0.15992, 0.11308, -0.035758 
w0,w1,w2 = 0.00074378, 0.0095554, 0.14502 
N integrated I100,I110,diff = 0.600983, 0.524682, 0.0763018 
  parts 11,13,15 = 6.7228e-19, 3.5072e-02, -2.9962e-03 
  parts 33,35,55 = 2.4278e-02, 2.6074e-02, -6.1257e-03 
contrast at q=0.02,0.04 1/bohr = 2.1260e-06, 8.5043e-06 
  ratio = 4.0001 
full: al^2,be^2,al*be = 0.34771, 0.65204, 0.47615 
full: j=7/2 weight = 0.0002 
full: dipole change on B44,B64 flip/max I = 7.9e-16 
control: state flipped only/max I = 0.0184 
pure-J max|LD|/max I = 0.0966 
full: I100-I110 at the N energy above = 0.36421 1/Ha
overlap of full and pure-J anisotropy = 0.9990
```
